# Allan deviation and the best averaging time for a film monitor

## Two readings

A quartz crystal film monitor reports how far the resonance frequency of a crystal has fallen since some reference moment. More film means a lower frequency, so this fall, called the reading \(r\) and given in Hz, increases with thickness.

Suppose that no film arrives and that the instrument gives two readings in succession, each gathered over a gate time \(\tau_0\). Each has an independent random error of zero mean and standard deviation \(s\). Meanwhile the crystal warms slowly, and the reading drifts at a constant rate \(D\). The difference of the two readings is

\[
r_2-r_1=D\tau_0+e_2-e_1 .
\]

Square this and average over the random errors. The cross terms containing \(D\) vanish because \(\langle e_1\rangle=\langle e_2\rangle=0\), and \(\langle e_1e_2\rangle=0\) because the errors are independent. What remains, after division by two, is

\[
\tfrac12\langle (r_2-r_1)^2\rangle=s^2+\tfrac12D^2\tau_0^2 .
\]

The factor one half makes the noise term equal to the variance of one reading. The drift term grows with the time between the readings. If each reading is replaced by an average over a longer time, the first term falls and the second rises, so there must be a best compromise.

## Definition and assumptions

Let the reading at time \(t\), with the film thickness unchanged, be

\[
r(t)=r_0+Dt+e(t),
\]

where \(r_0\) and \(D\) are constants and \(e\) is white noise of zero mean. Divide the record into adjacent blocks of length \(\tau\), with averages \(\bar r_1,\bar r_2,\dots\). The Allan variance is

\[
\sigma_A^2(\tau)=\tfrac12\big\langle(\bar r_{k+1}-\bar r_k)^2\big\rangle ,
\]

and its square root \(\sigma_A\) is the Allan deviation. The drift is not removed before the difference is squared. The offset \(r_0\) cancels. The sign of \(D\) will not matter, and \(D\) is taken as positive below.

## The white-noise term

A block contains \(n=\tau/\tau_0\) gate readings, with no dead time between gates. The variance of a sum of independent errors is the sum of their variances, so the block error \(\bar e\) has

\[
\langle\bar e^2\rangle=\frac{1}{n^2}\,n s^2=\frac{s^2}{n}=\frac{s^2\tau_0}{\tau}\equiv\frac{N^2}{\tau},
\qquad N^2=s^2\tau_0 .
\]

The constant \(N^2\), in Hz² s, describes the noise independently of the block length. Two adjacent blocks share no gate, so their errors are independent and

\[
\tfrac12\langle(\bar e_2-\bar e_1)^2\rangle
=\tfrac12\left(\frac{N^2}{\tau}+\frac{N^2}{\tau}\right)=\frac{N^2}{\tau}.
\]

The same result follows from the noise spectrum, which will also be needed for other kinds of noise. Averaging a sinusoid of frequency \(f\) over a time \(\tau\) multiplies its amplitude by \(\sin x/x\), with \(x=\pi f\tau\). The two block centres are \(\tau\) apart, so subtraction multiplies the amplitude by \(|e^{2ix}-1|=2|\sin x|\). Squaring the product and halving it gives the power factor \(2\sin^4x/x^2\). For a one-sided spectral density \(S(f)\), defined so that its integral over positive \(f\) is the variance,

\[
\sigma_A^2(\tau)=\int_0^\infty S(f)\,\frac{2\sin^4x}{x^2}\,df .
\]

For white noise \(S=S_0\) and \(df=dx/(\pi\tau)\). To do the integral, write \(\sin^4x=(3-4\cos2x+\cos4x)/8\), whose derivative is \(\sin2x-\tfrac12\sin4x\). Integration by parts has no boundary term, since \(\sin^4x/x\) vanishes at both ends. With \(\int_0^\infty \sin(ax)/x\,dx=\pi/2\) for \(a>0\),

\[
\int_0^\infty\frac{\sin^4x}{x^2}dx
=\int_0^\infty\frac{\sin2x-\frac12\sin4x}{x}dx
=\frac{\pi}{2}-\frac{\pi}{4}=\frac{\pi}{4}.
\]

Hence \(\sigma_A^2=(2S_0/\pi\tau)(\pi/4)=S_0/(2\tau)\), and comparison with \(N^2/\tau\) gives \(N^2=S_0/2\).

## The drift term and the sum

The average of \(Dt\) over a block is its value at the centre of the block. Adjacent centres are separated by \(\tau\), so

\[
\bar r_2-\bar r_1=D\tau+\bar e_2-\bar e_1 .
\]

The mean square contains the cross term \(2D\tau\langle\bar e_2-\bar e_1\rangle=0\). Therefore

\[
\boxed{\;\sigma_A^2(\tau)=\frac{N^2}{\tau}+\frac{D^2\tau^2}{2}\;}
\]

It is the variances that add, not the deviations. Alone, white noise gives \(\sigma_A=N\tau^{-1/2}\) and drift gives \(\sigma_A=D\tau/\sqrt2\). On doubly logarithmic axes these are lines of slope \(-1/2\) and \(+1\).

## The minimum

Setting the derivative to zero gives

\[
-\frac{N^2}{\tau^2}+D^2\tau=0
\quad\Longrightarrow\quad
\boxed{\;\tau_*=\left(\frac{N^2}{D^2}\right)^{1/3}\;}
\]

The second derivative, \(2N^2/\tau^3+D^2\), is positive for every \(\tau>0\), so this is the one global minimum. To find its value, use \(D^2\tau_*^3=N^2\), which turns the drift term into \(N^2/(2\tau_*)\):

\[
\sigma_A^2(\tau_*)=\frac{N^2}{\tau_*}+\frac{N^2}{2\tau_*}
=\frac{3N^2}{2\tau_*}=\frac32\,(N^4D^2)^{1/3}.
\]

At the minimum, noise supplies two thirds of the variance and drift one third. The two contributions are not equal there. They are equal where \(N^2/\tau=D^2\tau^2/2\), that is at \(\tau=2^{1/3}\tau_*\), which is 26% longer.

The cost of missing the optimum follows by putting \(\tau=x\tau_*\):

\[
\frac{\sigma_A^2(x\tau_*)}{\sigma_A^2(\tau_*)}
=\frac{N^2/(x\tau_*)+x^2N^2/(2\tau_*)}{3N^2/(2\tau_*)}
=\frac13\left(\frac2x+x^2\right).
\]

The deviation is 19% above its minimum at half the best time, 29% above it at twice the best time, and 3% above it at the crossing of the two lines. A rough estimate of \(N\) and \(D\) is therefore enough to choose a useful averaging time.

If \(D\to0\), then \(\tau_*\to\infty\): within this model, longer averaging continues to help. If \(N\to0\), then \(\tau_*\to0\), and a real instrument should use its shortest gate. A tenfold increase of \(D\) at fixed \(N\) shortens \(\tau_*\) by \(10^{2/3}\approx4.6\) and raises the smallest deviation by \(10^{1/3}\approx2.2\).

## Which reading does this optimise?

The Allan deviation concerns a difference of adjacent averages. Whether its minimum is the best choice for a thickness reading depends on how that reading is taken.

**Zero followed at once by a reading.** Average for \(\tau\) to establish a zero, add the film in a negligible time, and average for another \(\tau\). The film adds a fixed step to the difference, and the error about that step is \(D\tau+\bar e_2-\bar e_1\). Its mean square is \(2\sigma_A^2(\tau)\). The factor 2 does not depend on \(\tau\), so \(\tau_*\) is the best time for this plain difference, in which the drift is left uncorrected. A drift that is truly steady can instead be fitted. In a least-squares fit of offset, slope and step to the two blocks, the squared correlation of step and slope is 3/4, so the noise variance \(2N^2/\tau\) is multiplied by \(1/(1-3/4)=4\). The error variance \(8N^2/\tau\) has no minimum and falls below \(2\sigma_A^2(\tau_*)=3N^2/\tau_*\) once \(\tau>8\tau_*/3\), provided the drift stays steady for that long. The cases below all leave the drift uncorrected.

**A burst of finite length.** Let the shutter be open for a time \(T\) between the two averages. The centres are now \(\tau+T\) apart, and the mean square error is

\[
M(\tau)=\frac{2N^2}{\tau}+D^2(\tau+T)^2 .
\]

Its derivative vanishes when \(-2N^2/\tau^2+2D^2(\tau+T)=0\), or

\[
D^2\tau^2(\tau+T)=N^2 .
\]

The left side increases steadily with \(\tau\), so there is one solution. For \(T>0\) the left side already exceeds \(N^2\) at \(\tau=\tau_*\), so the solution is shorter than \(\tau_*\). When \(T\gg\tau\) the condition becomes \(D^2\tau^2T\approx N^2\), and \(\tau\approx N/(D\sqrt T)\).

**One trailing average.** Suppose that the average over the last \(\tau\) seconds is used as an estimate of the drifting value \(r_0+Dt\) at the end of the window. The average belongs to the centre of the window and lags by \(D\tau/2\). The mean square error is

\[
\frac{N^2}{\tau}+\frac{D^2\tau^2}{4},
\]

and \(-N^2/\tau^2+D^2\tau/2=0\) gives \(\tau=2^{1/3}\tau_*\). This estimates the drifting frequency itself. It does not separate film from drift.

## Example: a titanium film

Take a crystal of frequency \(f_0=6.0\) MHz, read with gates of \(\tau_0=0.1\) s and an error of \(s=0.10\) Hz per gate. Its temperature rises by 0.0050 K/s, and its frequency changes by 0.60 Hz/K. These are chosen parameters. Then

\[
N^2=(0.10)^2(0.1)=0.0010\ \text{Hz}^2\,\text{s},\qquad
D=(0.60)(0.0050)=0.0030\ \text{Hz/s}.
\]

The optimum and the smallest Allan deviation are

\[
\tau_*=\left(\frac{0.0010}{0.0030^2}\right)^{1/3}=4.81\ \text{s},\qquad
\sigma_A(\tau_*)=\sqrt{\frac{3(0.0010)}{2(4.81)}}=0.0177\ \text{Hz}.
\]

An explicit sum over gate weights, evaluated for every whole number of gates from 1 to 200, has its minimum at 48 gates, or 4.8 s. A simulated record of \(2^{20}\) gates with the same noise and drift gives the last column below. Its length serves only to reduce the sampling scatter: it spans 29 hours and a warming of over 500 K, far beyond the range in which a real crystal keeps a constant temperature coefficient.

| \(\tau\) (s) | formula (Hz) | simulation (Hz) |
|---:|---:|---:|
| 0.5 | 0.0447 | 0.0448 |
| 2.0 | 0.0228 | 0.0228 |
| 4.8 | 0.0177 | 0.0177 |
| 10.0 | 0.0235 | 0.0234 |
| 20.0 | 0.0430 | 0.0430 |

**From frequency to thickness.** The crystal vibrates in shear. Let quartz and film have densities \(\rho_q,\rho_f\), shear stiffnesses \(\mu_q,\mu_f\) and impedances \(Z=\sqrt{\rho\mu}\). Both outer surfaces are free of stress, so the displacement in each layer is a cosine measured from its free surface. Matching displacement and stress at the interface gives

\[
Z_q\tan\phi_q+Z_f\tan\phi_f=0,\qquad
\phi_q=\frac{\pi f}{f_0},\quad \phi_f=\frac{2\pi f\rho_f d}{Z_f},
\]

where \(d\) is the film thickness. Put \(f=f_0-r\), where \(r\) is now the shift due to the film. Then \(\tan\phi_q=-\tan(\pi r/f_0)\). For a thin film both tangents may be replaced by their arguments and \(f\) in \(\phi_f\) by \(f_0\):

\[
Z_q\frac{\pi r}{f_0}=2\pi f_0\rho_f d
\quad\Longrightarrow\quad
r=\frac{2f_0^2\rho_f}{Z_q}\,d .
\]

As rounded inputs for this example, take \(\rho_q=2650\) kg/m³, \(\mu_q=29.5\) GPa and \(\rho_f=4500\) kg/m³. They give 36.6 Hz per nm of titanium. The smallest Allan deviation thus corresponds to 0.00048 nm. The error of a zero-and-reading difference without a gap is \(\sqrt2\) times larger: 0.0250 Hz, or 0.00068 nm. These lengths are average mass per area divided by density. They do not describe the local height of a surface made of atoms.

**With the burst included.** At 0.10 nm/s, a 5.0 s burst deposits 0.50 nm and shifts the reading by 18.3 Hz. The condition \(D^2\tau^2(\tau+T)=N^2\) gives \(\tau=3.60\) s, and

\[
\sqrt{M}=\sqrt{\frac{2(0.0010)}{3.60}+(0.0030)^2(8.60)^2}
=0.035\ \text{Hz}.
\]

This is 0.00095 nm, or 0.19% of the film step. A simulation of 20,000 such readings at 3.6 s gives 0.0350 Hz as well. Keeping the no-gap time of 4.81 s would raise the error only to 0.0358 Hz.

The shutter must be closed during both averages. Growth at 0.10 nm/s changes the reading by 3.66 Hz/s, over a thousand times the thermal drift. Treated as drift, it would give a formal optimum of 0.042 s, shorter than one gate.

## Other kinds of noise

**Flicker noise** has \(S=h/f\). Since \(f=x/(\pi\tau)\), we have \(df/f=dx/x\), and

\[
\sigma_A^2=2h\int_0^\infty\frac{\sin^4x}{x^3}dx .
\]

Two integrations by parts replace \(\sin^4x/x^3\) by half the second derivative of \(\sin^4x\), divided by \(x\). That second derivative is \(2\cos2x-2\cos4x\), so the integral is \(\int_0^\infty(\cos2x-\cos4x)\,dx/x=\ln(4/2)=\ln2\). The contribution \(2h\ln2\) does not depend on \(\tau\). It raises the minimum of the Allan deviation without moving it. This holds for adjacent averages; with a burst between them the flicker contribution falls as \(\tau\) grows, and the best time becomes longer. A chosen flicker deviation of 0.0050 Hz raises the smallest Allan deviation from 0.0177 to \(\sqrt{0.0177^2+0.0050^2}=0.0184\) Hz.

**A random walk** can represent irregular wandering of the temperature. Let its variance grow as \(K^2t\). In the difference of two adjacent averages, a small step of the walk has a weight that rises linearly from 0 to 1 through the first block and falls back to 0 through the second. Hence

\[
\sigma_A^2=\frac12\,K^2\,2\int_0^\tau\frac{u^2}{\tau^2}du=\frac{K^2\tau}{3}.
\]

With a chosen \(K=0.0018\) Hz/s\(^{1/2}\), the optimum moves only from 4.81 to 4.77 s.

**White phase noise** breaks the assumption of independent gate errors. If a counter obtains each reading from the phase at the two ends of its gate, adjacent gates share an endpoint. Write \(e_k=p_{k+1}-p_k\), with independent \(p_k\) of variance \(s^2/2\), so that each reading still has variance \(s^2\). The sums over blocks telescope:

\[
\bar e_2-\bar e_1=\frac{p_{2n}-2p_n+p_0}{n}.
\]

Its variance is \((1+4+1)(s^2/2)/n^2=3s^2/n^2\), so the noise part of \(\sigma_A^2\) is \(3s^2\tau_0^2/(2\tau^2)\). Adding \(D^2\tau^2/2\) and differentiating gives

\[
\tau=\left(\frac{3s^2\tau_0^2}{D^2}\right)^{1/4}=2.40\ \text{s}
\]

for the same \(s\), \(\tau_0\) and \(D\). For these numbers this is about half the earlier result. The ratio is not general, since this time scales as \(D^{-1/2}\) and \(\tau_*\) as \(D^{-2/3}\). The scatter of single readings therefore does not fix the best time. The slope of \(\sigma_A\) at short \(\tau\) distinguishes these two models: it is \(-1/2\) for independent readings and \(-1\) for white phase noise.

## The model beside a real deposition

The noise and drift above are chosen round numbers, not the specification of a particular instrument. The temperature coefficient assumes a crystal used near a temperature where its frequency is almost stationary. Away from that point it can be much larger. The scaling with \(D\) given earlier then applies to a reading without a gap. With a burst, the condition \(D^2\tau^2(\tau+T)=N^2\) must be solved again, and the error grows faster: for the 5.0 s burst, a tenfold \(D\) raises the smallest error about fivefold.

Steady drift is a good approximation if the drift rate changes little from the start of the first average to the end of the second, including any burst between them. If the rate instead decays exponentially with a time constant of 300 s from the start of the first average, the drift difference between adjacent 4.81 s averages is 1.6% smaller than for steady drift at the initial rate. Thick deposits affect the scale: with 1000 nm of titanium already present, and a rough film shear modulus of 44 GPa, the resonance condition gives a sensitivity 1.2% below the thin-film value. That correction, if ignored, exceeds the 0.19% error from noise and steady drift. So does a 1% error in the assumed film density.

Fresh titanium also takes up oxygen, which adds mass. Gas of molecular mass \(m\), pressure \(P\) and temperature \(T_g\) strikes unit area at the rate \(P/\sqrt{2\pi mk_BT_g}\). For oxygen at \(10^{-9}\) Torr and 300 K, with every molecule sticking, the resulting drift is 0.0016 Hz/s. If uptake starts when the shutter opens, the mean exposure in the second average is \(T+\tau/2=6.8\) s, and the bias is at most about 0.011 Hz for this gas and pressure. This is below the error of 0.035 Hz from noise and steady drift, but the bound is proportional to pressure, and at \(10^{-8}\) Torr it would exceed that error.

Heat from the source also shifts the reading. If the opened source leaves the crystal uniformly 0.20 K warmer in the second average, the reading changes by \(0.60\times0.20=0.12\) Hz, or 0.0033 nm. This is more than three times the 0.035 Hz error from noise and steady drift, and averaging does not reduce it. A uniform step of only 0.058 K equals that error. These figures use the static coefficient, which describes a crystal at one temperature throughout. Radiation from a source also sets up temperature differences across the disc, and the resulting stress can shift the frequency by much more per kelvin. Stress in the film itself shifts the frequency too. Neither effect is in this model. The calculated optimum therefore limits the effect of white noise and steady drift. The error found at the optimum is close to the accuracy of the thickness only if the errors from heating, gas uptake and calibration are well below it. If each of these three were as large as that error, and all three were independent with zero mean, the total error would be twice as large. Biases with the same sign as the drift error would add to more than that. The remaining values are in the numerical output.

## Numbers as computed

```
crystal frequency: 6.0 MHz
quartz density, stiffness: 2650 kg/m^3, 29.5 GPa
Ti density, shear modulus: 4500 kg/m^3, 44.0 GPa
gate time: 0.1 s; gate noise: 0.10 Hz
temperature coefficient: 0.60 Hz/K
temperature ramp: 0.0050 K/s
drift rate D: 0.00300 Hz/s
white noise N^2: 0.00100 Hz^2 s; S0: 0.00200 Hz^2/Hz
thickness sensitivity: 36.64 Hz/nm
optimum tau, no gap: 4.807 s
best whole number of gates: 48
minimum Allan deviation: 0.01766 Hz
  as thickness: 0.000482 nm
noise share of variance at best gate count: 0.6677
asymptote crossing: 6.057 s
deviation ratio at crossing: 1.0287
deviation ratio at half tau: 1.1902
deviation ratio at twice tau: 1.2910
tau (s), noise, drift, total, simulated Allan deviation (Hz):
    0.5 0.04472 0.00106 0.04473 0.04478
    2.0 0.02236 0.00424 0.02276 0.02276
    4.8 0.01443 0.01018 0.01766 0.01765
   10.0 0.01000 0.02121 0.02345 0.02345
   20.0 0.00707 0.04243 0.04301 0.04301
reading error, no gap: 0.02498 Hz
  as thickness: 0.000682 nm
burst gap: 5.0 s; growth rate: 0.10 nm/s
film step: 0.50 nm = 18.32 Hz
optimum tau with gap: 3.595 s
reading error with gap: 0.03495 Hz
  as thickness: 0.000954 nm
  relative to film step: 0.191 %
simulated error at 3.6 s: 0.03502 Hz
error with gap at no-gap optimum: 0.03580 Hz
optimum tau, trailing average: 6.057 s
growth acting as drift: 3.664 Hz/s
  formal optimum under growth: 0.0421 s
flicker deviation: 0.0050 Hz
  minimum deviation with flicker: 0.01836 Hz
random walk: 0.00180 Hz/s^0.5; optimum: 4.768 s
optimum if noise were white phase noise: 2.403 s
thermal time constant: 300 s
  change of drift difference: -1.59 %
sensitivity change at 1000 nm Ti: -1.23 %
O2 pressure: 1.0e-09 Torr; gas: 300 K
  uptake drift, upper bound: 0.00155 Hz/s
  uptake bias with gap: 0.01055 Hz
source heat step: 0.20 K; bias: 0.120 Hz
  as thickness: 0.00327 nm
heat step equal to gap error: 0.0582 K
```
